# Egg-Box Ripple on Uniform Grids: Aliasing, Not the Kinetic Stencil: a program that tests the result

```python
"""
Result under test: on a uniform periodic grid the finite-difference kinetic
matrix T commutes with band-limited translations S_d. The dependence of the
energy on the position d of a well inside a grid cell (egg-box ripple) comes
from aliasing of sampled potentials and of products formed on the grid.

Symbols: h spacing, N number of points (odd), L = N h, G = 2 pi / h,
k grid wavevectors with |k| < pi / h, v(q) Fourier coefficients of the well,
W_m[k,k'] = v(k - k' + m G), the alias of order m.
The co-moving Hamiltonian is T + W_0 + sum_{m != 0} exp(-i m G d) W_m.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants as const

KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # hbar^2/2m, eV A^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]

N, h = 41, 0.35
depth, width = 50.0, 0.4
L, G = N * h, 2 * np.pi / h
x = h * np.arange(N)
index = np.arange(-(N // 2), N // 2 + 1)
k = 2 * np.pi * index / L
F = np.exp(1j * np.outer(x, k)) / np.sqrt(N)             # grid plane waves
shifts = h * np.arange(16) / 16


def stencil(p):
    """Central second-derivative weights c_0..c_p from Taylor conditions."""
    n = np.arange(1, p + 1, dtype=float)
    A = np.array([n**(2 * r) for r in range(1, p + 1)])
    rhs = np.zeros(p)
    rhs[0] = 1.0
    c = np.linalg.solve(A, rhs)
    return np.concatenate(([-2 * c.sum()], c))


def apply_fd(f, c, axis=0):
    out = c[0] * f
    for n in range(1, len(c)):
        out = out + c[n] * (np.roll(f, n, axis) + np.roll(f, -n, axis))
    return -KIN / h**2 * out


def well(position):
    return sum(-depth * np.exp(-(position + j * L)**2 / (2 * width**2))
               for j in range(-2, 3))


def v(q):
    return (-depth * width * np.sqrt(2 * np.pi) / L
            * np.exp(-(q * width)**2 / 2))


def sampled(d):
    return np.diag(well(x - d))


# Band-limited cardinal functions on a five times finer quadrature grid
fine = L * np.arange(5 * N) / (5 * N)
cardinal = np.cos((fine[None, :, None] - x[:, None, None]) * k).sum(2) / N


def integrated(d):
    """Potential matrix from integrals between band-limited functions."""
    return (cardinal * well(fine - d)) @ cardinal.T / 5


def filtered(d):
    """Samples of the well after removal of all |q| > pi/h."""
    return np.diag((np.exp(1j * np.outer(x - d, k)) @ v(k)).real)


def ground(H):
    e, c = np.linalg.eigh(H)
    return e[0], c[:, 0]


def spread(values):
    return np.max(values) - np.min(values)


# Kinetic operators and their wavevector symbols
weights = {"FD2": stencil(1), "FD8": stencil(4)}
T = {name: apply_fd(np.eye(N), c) for name, c in weights.items()}
T["exact"] = ((F * (KIN * k**2)) @ F.conj().T).real
edge = {"exact": KIN * k[-1]**2}
for name, c in weights.items():
    symbol = -KIN / h**2 * (c[0] + 2 * sum(
        c[n] * np.cos(n * k * h) for n in range(1, len(c))))
    assert np.max(abs(T[name] @ F - F * symbol)) < 1e-10
    edge[name] = symbol[-1]

# Commutation in three dimensions, on a random complex field
rng = np.random.default_rng(1)
field = rng.normal(size=(9, 9, 9)) + 1j * rng.normal(size=(9, 9, 9))
k9 = 2 * np.pi * np.fft.fftfreq(9, h)
phase = np.exp(-1j * (0.11 * k9[:, None, None] + 0.07 * k9[None, :, None]
                      + 0.19 * k9[None, None, :]))


def move3(f):
    return np.fft.ifftn(phase * np.fft.fftn(f))


def kinetic3(f):
    return sum(apply_fd(f, weights["FD8"], a) for a in range(3))


commutator = np.max(abs(kinetic3(move3(field)) - move3(kinetic3(field))))
commutator /= np.max(abs(kinetic3(field)))
assert commutator < 1e-12

# Three kinetic operators crossed with two treatments of the potential
ripple, clean, clean_energy = {}, {}, {}
for name in T:
    ripple[name] = spread([ground(T[name] + sampled(d))[0] for d in shifts])
    e = [ground(T[name] + integrated(d))[0] for d in shifts]
    clean[name], clean_energy[name] = spread(e), e[0]
    assert ripple[name] > 1e-4
    assert clean[name] < 1e-10
assert ripple["FD2"] > ripple["exact"]

# Details for the eighth-order stencil
T8 = T["FD8"]
solved = [ground(T8 + sampled(d)) for d in shifts]
energies = np.array([e for e, _ in solved])
kinetic_part = np.array([c @ T8 @ c for _, c in solved])
potential_part = energies - kinetic_part
assert spread(kinetic_part) > 1e-5
assert abs(ground(T8 + sampled(h))[0] - energies[0]) < 1e-10

# Rigid transport of the alias-free orbital
e_ref, psi_ref = ground(T8 + integrated(0.0))
c_ref = F.conj().T @ psi_ref
W = {m: v(k[:, None] - k[None, :] + m * G) for m in (-2, -1, 1, 2)}
rigid_T, rigid_V, rigid_E = [], [], []
for d, e in zip(shifts, energies):
    psi = F @ (np.exp(-1j * k * d) * c_ref)
    t = np.vdot(psi, apply_fd(psi, weights["FD8"])).real
    u = np.sum(abs(psi)**2 * well(x - d))
    alias = sum(np.exp(-1j * m * G * d) * np.vdot(c_ref, W[m] @ c_ref)
                for m in W).real
    assert abs(t + u - e_ref - alias) < 1e-9
    assert e <= e_ref + alias + 1e-10
    rigid_T.append(t)
    rigid_V.append(u)
    rigid_E.append(t + u)
assert spread(rigid_T) < 1e-10
assert spread(rigid_V) > 1e-5

# Exact slope from aliases against numerical differentiation of the energy
d0, step = h / 4, 1e-4
psi0 = ground(T8 + sampled(d0))[1]
c0 = np.exp(1j * k * d0) * (F.conj().T @ psi0)
slope = sum(-1j * m * G * np.exp(-1j * m * G * d0) * np.vdot(c0, W[m] @ c0)
            for m in W).real
slope_num = (ground(T8 + sampled(d0 + step))[0]
             - ground(T8 + sampled(d0 - step))[0]) / (2 * step)
assert abs(slope) > 1e-4
assert abs(slope - slope_num) < 1e-6

# Filtering the potential, without and with an orbital cutoff
ripple_filtered = spread([ground(T8 + filtered(d))[0] for d in shifts])
assert ripple_filtered > 1e-5


def cutoff_ripple(kmax):
    P = F[:, abs(index) <= kmax]
    return spread([np.linalg.eigvalsh(P.conj().T @ (T8 + filtered(d)) @ P)[0]
                   for d in shifts])


ripple_10, ripple_11 = cutoff_ripple(10), cutoff_ripple(11)
assert ripple_10 < 1e-10      # 2*10 + 20 is below N = 41
assert ripple_11 > 1e-7       # 2*11 + 20 is above N = 41


# Density products for a rigidly translated orbital
def power_ripple(c, power):
    sums = []
    for d in shifts:
        n = abs(F @ (np.exp(-1j * k * d) * c))**2 / h
        sums.append(h * np.sum(n**power))
    return spread(sums) / np.mean(sums)


c_cut = np.where(abs(index) <= 10, c_ref, 0)
c_cut = c_cut / np.linalg.norm(c_cut)
square_full = power_ripple(c_ref, 2)
square_cut = power_ripple(c_cut, 2)
exchange_cut = power_ripple(c_cut, 4 / 3)
assert square_full > 1e-6
assert square_cut < 1e-12
assert exchange_cut > 1e-8

# A Gaussian orbital that is not band-limited, sampled afresh at each d
sigma = 0.2
fresh = []
for d in shifts:
    g = sum(np.exp(-(x - d + j * L)**2 / (4 * sigma**2))
            for j in range(-2, 3))
    fresh.append(g @ T8 @ g / (g @ g))
assert spread(fresh) > 1e-3

print(f"grid: N = {N}, h = {h:.2f} A, L = {L:.2f} A")
print(f"G = {G:.4f} 1/A, pi/h = {G/2:.4f} 1/A")
print(f"well: depth = {depth:.1f} eV, width = {width:.2f} A")
print(f"hbar^2/2m = {KIN:.5f} eV A^2")
print(f"relative 3D commutator of T and S_d = {commutator:.1e}")
print(f"largest grid wavevector = {k[-1]:.4f} 1/A")
for name in ("FD2", "FD8", "exact"):
    print(f"{name}: kinetic symbol at largest k = {edge[name]:.3f} eV")
    print(f"{name}: alias-free energy = {clean_energy[name]:.6f} eV")
    print(f"{name}: kinetic-error offset = "
          f"{clean_energy[name] - clean_energy['exact']:.6f} eV")
    print(f"{name}: ripple, sampled potential = {ripple[name]:.6f} eV")
    print(f"{name}: ripple, integrated potential = {clean[name]:.1e} eV")
print("FD8 details (ripples are peak to peak over one grid cell)")
for j in (0, 4, 8):
    print(f"d = {shifts[j]:.4f} A: E = {energies[j]:.6f}, "
          f"T = {kinetic_part[j]:.6f}, V = {potential_part[j]:.6f} eV")
print(f"main ripple = {ripple['FD8']:.6f} eV"
      f" = {ripple['FD8']/HARTREE:.4e} hartree")
print(f"ripple of kinetic part, solved = {spread(kinetic_part):.6f} eV")
print(f"ripple of potential part, solved = {spread(potential_part):.6f} eV")
print(f"ripple of kinetic part, rigid orbital = {spread(rigid_T):.1e} eV")
print(f"ripple of total energy, rigid orbital = {spread(rigid_E):.6f} eV")
print(f"dE/dd at d = h/4, alias formula = {slope:.6f} eV/A")
print(f"dE/dd at d = h/4, numerical = {slope_num:.6f} eV/A")
print(f"ripple, filtered potential = {ripple_filtered:.6f} eV")
print(f"same, orbital index cutoff 10 = {ripple_10:.1e} eV")
print(f"same, orbital index cutoff 11 = {ripple_11:.3e} eV")
print(f"relative ripple of sum n^2, full orbital = {square_full:.3e}")
print(f"relative ripple of sum n^2, cutoff 10 = {square_cut:.1e}")
print(f"relative ripple of sum n^(4/3), cutoff 10 = {exchange_cut:.3e}")
print(f"resampled Gaussian: sigma = {sigma:.2f} A, "
      f"mean T = {np.mean(fresh):.4f} eV")
print(f"resampled Gaussian: kinetic ripple = {spread(fresh):.6f} eV")
print("all tests passed")
```

Running it gives:

```
grid: N = 41, h = 0.35 A, L = 14.35 A
G = 17.9520 1/A, pi/h = 8.9760 1/A
well: depth = 50.0 eV, width = 0.40 A
hbar^2/2m = 3.80998 eV A^2
relative 3D commutator of T and S_d = 5.3e-16
largest grid wavevector = 8.7571 1/A
FD2: kinetic symbol at largest k = 124.225 eV
FD2: alias-free energy = -30.723349 eV
FD2: kinetic-error offset = -0.650268 eV
FD2: ripple, sampled potential = 0.052651 eV
FD2: ripple, integrated potential = 9.2e-14 eV
FD8: kinetic symbol at largest k = 201.727 eV
FD8: alias-free energy = -30.091301 eV
FD8: kinetic-error offset = -0.018221 eV
FD8: ripple, sampled potential = 0.023947 eV
FD8: ripple, integrated potential = 2.8e-13 eV
exact: kinetic symbol at largest k = 292.172 eV
exact: alias-free energy = -30.073080 eV
exact: kinetic-error offset = 0.000000 eV
exact: ripple, sampled potential = 0.019159 eV
exact: ripple, integrated potential = 2.2e-13 eV
FD8 details (ripples are peak to peak over one grid cell)
d = 0.0000 A: E = -30.105107, T = 7.840738, V = -37.945845 eV
d = 0.0875 A: E = -30.093140, T = 7.811172, V = -37.904312 eV
d = 0.1750 A: E = -30.081160, T = 7.781529, V = -37.862689 eV
main ripple = 0.023947 eV = 8.8004e-04 hartree
ripple of kinetic part, solved = 0.059209 eV
ripple of potential part, solved = 0.083156 eV
ripple of kinetic part, rigid orbital = 1.2e-14 eV
ripple of total energy, rigid orbital = 0.023692 eV
dE/dd at d = h/4, alias formula = 0.214948 eV/A
dE/dd at d = h/4, numerical = 0.214948 eV/A
ripple, filtered potential = 0.022486 eV
same, orbital index cutoff 10 = 9.9e-14 eV
same, orbital index cutoff 11 = 1.243e-04 eV
relative ripple of sum n^2, full orbital = 3.662e-03
relative ripple of sum n^2, cutoff 10 = 1.0e-15
relative ripple of sum n^(4/3), cutoff 10 = 7.112e-06
resampled Gaussian: sigma = 0.20 A, mean T = 23.3228 eV
resampled Gaussian: kinetic ripple = 0.862729 eV
all tests passed
```
